Permeability and Knudsen diffusivity of a preform from gas-flow measurements

**The measurement**

A flat, inert, porous preform has thickness L = 3.0 mm and open face area A = 5.0 cm². A gas of molar mass M = 28 g/mol and viscosity μ = 1.80×10⁻⁵ Pa s flows through it at T = 300 K. The upstream pressure p_u exceeds the downstream pressure p_d by Δp = 40 Torr in every run. The flow Q is given in standard cm³/min, referred to T_s = 273.15 K and p_s = 101325 Pa.

Mean pressure (Torr): flow (standard cm³/min)
100: 13.13
150: 14.91
250: 18.46
500: 27.33
800: 37.98

The readings are synthetic. They were made by solving the flow law below numerically for chosen coefficients and rounding the flows.

Assume steady, isothermal, one-dimensional flow of an ideal gas, without inertia. With x pointing downstream, the molar flux N per unit face area obeys

N = −(1/RT)(D + k p/μ) dp/dx.

Here k is the viscous permeability and D the effective Knudsen diffusivity, with porosity and tortuosity included in both. The additive law takes both as independent of pressure. The apparent permeability is the value that Darcy's law alone would assign to the measured flux:

k_app = N R T L μ/(p_m Δp), p_m = (p_u + p_d)/2.

**(a) Find how k_app depends on p_m, without assuming that Δp is small.**

In steady flow N is the same at every x. Multiply the flux law by RT and integrate from x = 0, where p = p_u, to x = L, where p = p_d:

N R T L = −∫ from p_u to p_d of (D + k p/μ) dp
= D(p_u − p_d) + k(p_u² − p_d²)/(2μ).

The minus sign has been absorbed by exchanging the limits. Since p_u² − p_d² = (p_u − p_d)(p_u + p_d) = 2 p_m Δp,

N R T L = Δp (D + k p_m/μ).

Multiplying by μ/(p_m Δp) gives

k_app = k + μD/p_m.

A plot against 1/p_m is a straight line with intercept k and slope μD. The arithmetic mean pressure came from the integration, so the result holds for any pressure drop within the stated law.

At high pressure k_app tends to k, and the flux at fixed Δp grows in proportion to p_m. When both p_m and Δp are small compared with μD/k, the flux is close to DΔp/(RTL), which at given Δp does not depend on p_m. A small Δp is needed because p_m cannot be less than Δp/2. The growth of k_app as 1/p_m then reflects the division by p_m in its definition; the pores have not opened.

**(b) Convert the flows to apparent permeabilities.**

The ideal-gas law at the standard state gives N = Q p_s/(R T_s A), with Q in m³/s. For the first reading, Q = 13.13×10⁻⁶/60 = 2.188×10⁻⁷ m³/s, so

N = (2.188×10⁻⁷ × 101325)/(8.314 × 273.15 × 5.0×10⁻⁴)
= 0.01953 mol/(m² s).

With 1 Torr = 133.322 Pa, p_m = 1.333×10⁴ Pa and Δp = 5.333×10³ Pa. Hence

k_app = (0.01953 × 8.314 × 300 × 0.0030 × 1.80×10⁻⁵)/(1.333×10⁴ × 5.333×10³)
= 3.70×10⁻¹⁴ m² = 0.0370 μm².

The same conversion for all readings gives:

1/p_m (Torr⁻¹): k_app (μm²)
0.01000: 0.03699
0.00667: 0.02800
0.00400: 0.02080
0.00200: 0.01540
0.00125: 0.01338

**(c) Determine k and D, and their standard errors if each flow has an independent random error of 1%.**

The two end readings give a first estimate:

slope ≈ (0.03699 − 0.01338)/(0.01000 − 0.00125) = 2.698 μm² Torr,

intercept ≈ 0.01338 − 2.698 × 0.00125 = 0.01001 μm².

To use all readings, write x_i = 1/p_m, y_i = k_app and s = μD. Equal percentage errors call for minimizing relative residuals:

S = Σ[1 − (k + s x_i)/y_i]².

Let a_i = 1/y_i and b_i = x_i/y_i. Setting ∂S/∂k and ∂S/∂s to zero gives

k Σa_i² + s Σa_i b_i = Σa_i,
k Σa_i b_i + s Σb_i² = Σb_i.

With Δ = Σa_i² Σb_i² − (Σa_i b_i)², the solution is

k = (Σa_i Σb_i² − Σb_i Σa_i b_i)/Δ,
s = (Σb_i Σa_i² − Σa_i Σa_i b_i)/Δ.

The five readings yield k = 0.01000 μm² and s = 2.700 μm² Torr = 3.600×10⁻¹⁰ m² Pa. Therefore

D = s/μ = 3.600×10⁻¹⁰/(1.80×10⁻⁵)
= 2.00×10⁻⁵ m²/s = 0.200 cm²/s.

The values used to make the readings were 0.01000 μm² and 0.2000 cm²/s. Their recovery confirms the data reduction; it cannot show that a real preform obeys the additive law.

For the errors, let y_i become y_i(1 + ε_i), with small independent ε_i of standard deviation σ. Near the fitted line (k + s x_i)/y_i is close to 1, so to first order each residual changes by ε_i − a_i δk − b_i δs. Let row i of the matrix B be (a_i, b_i). Minimizing the squared residuals again gives

(δk, δs)ᵀ = (BᵀB)⁻¹Bᵀε.

Because the covariance of ε is σ² times the unit matrix, the covariance of (k, s) is

σ²(BᵀB)⁻¹BᵀB(BᵀB)⁻¹ = σ²(BᵀB)⁻¹.

Its diagonal elements are σ²Σb_i²/Δ for k and σ²Σa_i²/Δ for s. For σ = 0.01 the standard errors are 0.00013 μm² in k and 0.0027 cm²/s in D, each about 1.3% of its coefficient. The off-diagonal element is −σ²Σa_i b_i/Δ, which is negative because every a_i and b_i is positive. The correlation is −0.78: an error that steepens the line tends to lower its intercept.

**(d) At what mean pressure do the two terms carry equal flux? What share does the Knudsen term carry at the ends of the data?**

Equality requires D = k p_m/μ, hence

p* = μD/k = 2.700/0.01000 = 270 Torr.

The Knudsen share of the flux is

D/(D + k p_m/μ) = 1/(1 + p_m/p*).

It is 1/(1 + 100/270) = 0.73 at 100 Torr and 1/(1 + 800/270) = 0.25 at 800 Torr. The data lie on both sides of p*, so each coefficient has a substantial effect on some of the readings.

**(e) What happens to k and D if μ is taken 5% too high? What happens if p_d replaces p_m in both the definition of k_app and the plot?**

Since k_app is proportional to the assumed μ, the intercept and slope both rise by 5%. The inferred k becomes 0.01050 μm². In D = s/μ the two factors of 1.05 cancel, so D remains 0.200 cm²/s.

With the wrong reference pressure, the plotted quantity is

k′ = k_app p_m/p_d = (k p_m + μD)/p_d.

Substitute p_m = p_d + Δp/2:

k′ = k + (μD + kΔp/2)/p_d.

At fixed Δp this is still a straight line with the correct intercept, but its slope divided by μ is

D′ = D + kΔp/(2μ).

The added term is 1.000×10⁻¹⁴ × 5333/(3.60×10⁻⁵) = 1.48×10⁻⁶ m²/s, so D′ = 0.215 cm²/s. This is 7% above D, and the straightness of the plot gives no warning.

**(f) Test the additive law on a long circular tube of radius r whose wall re-emits molecules diffusely. Derive an equation for the flow from the linearized BGK model, and find its free-molecular and viscous limits.**

The BGK model replaces collisions by relaxation at a rate ν towards a local Maxwell distribution. Let z run along the tube, v₀ = √(2RT/M), and c be molecular velocity divided by v₀. Measure transverse lengths in r and define the small gradient g = −(r/p)dp/dz. Write the distribution as f₀(1 + h), where f₀ is the resting Maxwell distribution at local pressure p(z). If the mean axial velocity is v₀u, the local Maxwell distribution is f₀(1 + 2c_z u) to first order. The steady equation v·∇f = ν(f_local − f) becomes

c⊥·∇h = g c_z + δ(2c_z u − h), δ = νr/v₀.

The term g c_z is the axial derivative of f₀ moved to the right-hand side.

The rate ν follows from the viscosity. In a slow bulk shear V(y), with V = v₀u, the first correction to h = 2c_z u is −(2v₀/ν)c_y c_z du/dy. The shear momentum flux is 2p⟨c_y c_z h⟩, since density times v₀² equals 2p. With ⟨c_y²c_z²⟩ = 1/4 it equals −(p/ν)dV/dy. Thus μ = p/ν and

δ = r p/(μv₀).

The length μv₀/p is of the order of the mean free path, so large δ means frequent collisions within the pore.

Multiply the kinetic equation by c_z exp(−c_z²)/√π and integrate over c_z. Let φ be the resulting moment of h. The same moment of c_z is 1/2, so

c⊥·∇φ = δ(u − φ) + g/2.

Diffusely emitted molecules have no mean axial velocity, hence φ = 0 for molecules leaving the wall. The equation is linear, so set g = 1 and restore it later. Let c be the magnitude of c⊥, and integrate back along the transverse path to the wall, a distance s₀:

φ = ∫₀^s₀ [δu(x′) + 1/2] exp(−δs/c) ds/c.

The mean velocity is u = (1/π)∫φ exp(−c²)d²c⊥, with d²c⊥ = c dc dθ. The factor c cancels 1/c:

u(x) = (1/π)∫₀^2π dθ ∫₀^s₀ ds [δu(x′) + 1/2] T₀(δs),

T₀(q) = ∫₀^∞ exp(−c² − q/c) dc.

Let U be the mean of u over the cross-section for g = 1. The flux through the tube is

N = (p/RT)v₀Ug = −(r v₀U/RT)dp/dz,

so the total diffusivity, viscous part included, is r v₀U(δ).

*Free-molecular limit.* At δ = 0, T₀ = √π/2 and u = [1/(4√π)]∫s₀dθ. Averaging over the unit disc, of area π, gives

U(0) = [1/(4π^(3/2))]∫dθ∫d²x s₀.

For one direction θ, divide the disc into chords at distance b from the centre, with length ℓ = 2√(1 − b²). Along a chord s₀ runs from 0 to ℓ and contributes ℓ²/2 = 2(1 − b²). Integration over b from −1 to 1 gives 8/3, and integration over θ gives 16π/3. Therefore

U(0) = 4/(3√π) = 0.7523.

The mean molecular speed is v̄ = √(8RT/πM) = 2v₀/√π, so the free-molecular diffusivity is r v₀U(0) = (2/3)r v̄.

*Viscous limit.* When δ is large, collisions keep the gas close to the local Maxwell distribution, so the viscous stress found above applies. The slip velocity at the wall is of the order of the mean free path times the velocity gradient, hence smaller than the mean velocity by a factor of order 1/δ, and drops out of the limit. With no slip at the wall, the axial force balance gives the velocity −(dp/dz)(r² − ρ²)/(4μ) at distance ρ from the axis. Its cross-section mean is −(r²/8μ)dp/dz. The diffusivity is then r²p/(8μ) = r v₀δ/8, so U grows as δ/8 and the tube's permeability is r²/8.

The additive law would require U − δ/8 to stay at 0.752. Numerical solution gives U = 0.702 at δ = 0.1, so U − δ/8 is already down to 0.69. At δ = 30, U = 4.267 and U − δ/8 = 0.517, which is 0.69 of the free-molecular value. The non-viscous part therefore changes between the two regimes, and one constant D cannot describe both.

**(g) Estimate the resulting correction to the values found in (c).**

Represent the preform by identical parallel tubes. One geometric factor multiplies their k and D, so it cancels from the ratio. If the additive law held, k/D = (r²/8)/(2r v̄/3) = 3r/(16v̄), and

r = 16v̄k/(3D) = 16 × 476.3 × 1.000×10⁻¹⁴/(3 × 2.00×10⁻⁵)
= 1.27×10⁻⁶ m.

For the kinetic model, average r v₀U over the pressure interval of each run, form k_app, and apply the fit of (c). The radius is then adjusted until the fitted D/k equals the value found for the preform. This gives r = 1.03 μm, with δ between 1.45 and 14.8 in the experiment.

For this tube the free-molecular diffusivity is 1.285 times the fitted slope divided by μ, and the true permeability is 1.043 times the fitted intercept. The estimates become

D_free ≈ 1.285 × 0.200 = 0.257 cm²/s,
k ≈ 1.043 × 0.01000 = 0.0104 μm².

The intercept is low because the non-viscous part of U falls as pressure rises. Part of the viscous growth is thereby cancelled, and the fit assigns the remainder to k. The line departs from the kinetic k_app by at most 0.88%, less than the assumed 1% flow noise. A plot that looks straight is therefore weak evidence that its slope gives the free-molecular diffusivity.

A direct approach is to measure at lower pressure. For this tube δ = 0.1 at 5.5 Torr, where the total diffusivity is 0.93 of D_free, still 7% low. The approach to D_free is slow: the ratio reaches 0.97 near δ = 0.02 (1.1 Torr) and 0.99 only near δ = 0.004 (0.23 Torr). Take the 5.5 Torr case. At that mean pressure the drop cannot exceed 11 Torr, where p_d reaches zero, so the flow meter must resolve a smaller flow than in the present runs.

**(h) How far do these results apply to a real preform for chemical vapour infiltration?**

The parameters are round values chosen for illustration, with a nitrogen-like gas; they are not measurements on a particular preform. An open preform with wide channels between fibre bundles can be far more permeable. Real pores are connected, non-circular and unequal in size, so the correction of nearly 30% to D is an estimate for one pore model: long straight tubes of one radius, with fully diffuse walls and BGK collisions. Its size for other pore shapes or wall conditions has not been computed here, and the values 0.257 and 0.535 cm²/s carry the same limit. Even for parallel tubes obeying the additive law, k is proportional to Σr⁴ and D to Σr³. The radius inferred from their ratio is Σr⁴/Σr³, which is weighted towards wide pores. Densification changes k and D, so they describe the preform as tested.

Leakage around the edge can matter more than the kinetic correction. In a slit of width h, the no-slip velocity at distance y from the mid-plane is −(dp/dx)(h²/4 − y²)/(2μ). Its mean is −(h²/12μ)dp/dx, so the slit permeability is h²/12. A gap along a perimeter P has area Ph and adds Ph³/(12A) to the apparent viscous permeability. For a circular disc P = 2√(πA) = 7.93 cm. An addition of 1% of k needs

h = (0.12kA/P)^(1/3) = 1.96 μm.

A gap of 10 μm would add 1.3k, more than the permeability of the preform itself. Slip in a gap only 2 μm wide would increase the leak further. The edge seal must therefore be checked before the coefficients are assigned to the preform.

Inertia and gas non-ideality are small here. The Reynolds number formed with the face flux and √k, MN√k/μ, is at most 8.8×10⁻⁶. The flow inside the pores is faster and the pores are wider than √k: for straight tubes with the radius and k estimated in (g), the open area fraction is 8k/r² ≈ 0.08, and the Reynolds number based on the pore radius is about 1×10⁻³, still small. An assumed second virial coefficient of magnitude 50 cm³/mol changes the gas density by about 0.22% at the highest pressure.

Temperature has a large effect. For the same gas and unchanged pores, (2/3)r v̄ varies as √T. At 1300 K the estimated free-molecular diffusivity is 0.257 × √(1300/300) = 0.535 cm²/s. Another gas changes it by the inverse square root of the molar-mass ratio, and a reacting mixture also needs diffusion between its species.

Computed results

```
temperature 300 K, molar mass 28 g/mol
viscosity 1.80e-05 Pa s
thickness 3.0 mm, area 5.0 cm2
standard state 273.15 K, 101325 Pa
1 Torr = 133.322 Pa; pressure drop 40 Torr
k used to make readings 0.01000 um2
D used to make readings 0.2000 cm2/s
p_m Torr | flow std cm3/min | N mol/m2/s | 1/p_m 1/Torr | k_app um2
100 | 13.13 | 0.01953 | 0.01000 | 0.03699
150 | 14.91 | 0.02217 | 0.00667 | 0.02800
250 | 18.46 | 0.02745 | 0.00400 | 0.02080
500 | 27.33 | 0.04064 | 0.00200 | 0.01540
800 | 37.98 | 0.05648 | 0.00125 | 0.01338
intercept k = 0.01000 um2 = 1.0001e-14 m2
slope = 2.6998 um2 Torr = 3.5995e-10 m2 Pa
slope/mu = D = 0.2000 cm2/s = 1.9997e-05 m2/s
standard error of k at 1% flow noise 0.00013 um2
standard error of D at 1% flow noise 0.0027 cm2/s
correlation of the two errors -0.78
equal-contribution pressure 270.0 Torr
mu 5% high: k 0.01050 um2, D 0.2000 cm2/s
p_d for p_m: k 0.01000 um2, D 0.2148 cm2/s
v0 422.1 m/s, mean molecular speed 476.3 m/s
BGK tube: U at delta 0 0.7523
4/(3 sqrt(pi)) = 0.7523
BGK tube: U at delta 0.1 0.7020, at 30 4.2674
(U - delta/8)/U_free at delta 30: 0.688
pore radius, additive law 1270 nm
pore radius, kinetic tube 1032 nm
delta range in example 1.45 to 14.84
largest misfit of line to kinetic tube 0.88 %
free-molecular D / slope D, kinetic tube 1.285
true k / intercept k, kinetic tube 1.043
kinetic estimate of free D 0.257 cm2/s
kinetic estimate of k 0.01043 um2
pressure for delta = 0.1: 5.52 Torr
total/free diffusivity there 0.933
edge gap adding 1% to k 1.96 um
largest Reynolds number on sqrt(k) 8.8e-06
non-ideality for assumed |B| 50 cm3/mol: 0.22 %
free D at 1300 K, same gas and pores 0.535 cm2/s
```
